# Capture time of an oxide defect from repeated stress pulses

**Question**

I am working on an exercise about bias temperature instability, the threshold-voltage drift of a transistor whose gate is held at a high voltage. The device is a p-channel silicon transistor so small that one defect in the gate insulator can be followed by itself: when the defect captures a hole, the threshold voltage jumps by a recognisable step.

The gate is pulsed to the stress voltage for 1 ms, then returned to a low voltage where the defect is read and left to discharge before the next pulse. After 100 such pulses the defect was found charged 40 times. I may assume that it does not emit its charge during a pulse and that it is fully reset between pulses. What is its capture time?

My reasoning was that 100 pulses make 100 ms of stress, and 40 captures in 100 ms is one per 2.5 ms. I am told that this is too long, but I can't see what is wrong with counting events and dividing. I also don't see why the resetting matters, or how far a number obtained from 40 events can be trusted.

**Answer**

The count of 40 events is fine. The 100 ms is the problem. A defect that captures a hole 0.3 ms into a pulse stays charged for the other 0.7 ms, and during that time it cannot capture again. Your total includes this dead time, so it overstates how long the defect was available for capture.

**From the rate to the charged fraction**

Assume that capture is a single step without memory: as long as the defect is neutral, its chance of capturing in a short interval $dt$ is $dt/\tau_c$, with $\tau_c$ constant during the pulse. Let $S(t)$ be the probability that it is still neutral a time $t$ after the pulse began. Without emission nothing returns to the neutral state, so

$$\frac{dS}{dt}=-\frac{S}{\tau_c}.$$

Full resetting supplies the initial condition $S(0)=1$, and therefore

$$S(t)=e^{-t/\tau_c}.$$

At the end of a pulse of length $t_s$ the defect is charged with probability $P=1-S(t_s)$. Hence $e^{-t_s/\tau_c}=1-P$, and taking the logarithm gives

$$\tau_c=-\frac{t_s}{\ln(1-P)}.$$

Resetting also makes every pulse a fresh trial with the same $P$, which is why the observed fraction can be used as an estimate of $P$. With $P=0.40$,

$$\tau_c=\frac{1\ \text{ms}}{-\ln 0.60}=\frac{1\ \text{ms}}{0.5108}=1.96\ \text{ms},$$

so the capture time is near 2 ms.

This $\tau_c$ is the mean waiting time under uninterrupted stress. The probability density of the capture moment is $-dS/dt$, and integration by parts gives

$$\int_0^\infty t\left(-\frac{dS}{dt}\right)dt=\big[-tS\big]_0^\infty+\int_0^\infty S\,dt=0+\tau_c .$$

The median is shorter: $S=1/2$ at $t=\tau_c\ln 2=1.36$ ms. A mean of 2 ms is thus compatible with 40 percent of the captures falling within the first millisecond.

Your estimate is the short-pulse limit of the same formula. Since $-\ln(1-P)=P+P^2/2+\dots$,

$$\tau_c=\frac{t_s}{P\,(1+P/2+\dots)}\approx\frac{t_s}{P}\left(1-\frac P2\right).$$

For $P\ll1$ there is hardly any dead time and $t_s/P$ is good. At $P=0.40$ the first correction already takes 2.5 ms down to 2.0 ms.

**How well 40 events fix the number**

For independent pulses the standard error of the fraction is

$$\delta P=\sqrt{\frac{P(1-P)}{N}}=\sqrt{\frac{0.4\times0.6}{100}}=0.049 .$$

To carry it over to $\tau_c$, differentiate:

$$\frac{d\tau_c}{dP}=\frac{t_s}{\ln^2(1-P)}\,\frac{d\ln(1-P)}{dP}=-\frac{t_s}{(1-P)\ln^2(1-P)} .$$

Dividing by $\tau_c=t_s/|\ln(1-P)|$ gives the relative error

$$\frac{\delta\tau_c}{\tau_c}=\frac{\delta P}{(1-P)\,|\ln(1-P)|}=\frac{0.049}{0.60\times0.5108}=0.16 ,$$

or 0.31 ms. This linear propagation is meant for large $N$. The 95 percent interval built from the binomial distribution itself runs from 1.43 to 2.77 ms. So "near 2 ms" is all that 100 pulses support, and an error of 5 percent would take about 1000 pulses.

Your 2.5 ms lies inside that interval, so this data set alone could not refute it. The two errors differ in kind, however. The counting error shrinks as pulses are added, while $t_s/P$ would settle on the wrong value.

**If the resetting is incomplete**

Suppose that a fraction $r$ of the charged defects survives each reset. After several cycles the charged fraction at the end of a pulse settles to a steady value $P$. The next pulse then starts charged with probability $rP$ and neutral with probability $1-rP$. Still without emission during stress, the neutral part decays as before:

$$1-P=(1-rP)\,e^{-t_s/\tau_c}\quad\Rightarrow\quad \tau_c=\frac{t_s}{\ln\dfrac{1-rP}{1-P}} .$$

For $r=0$ this is the earlier result. For $r>0$ some of the charged outcomes are leftovers from earlier pulses, so the true capture time is longer than the simple formula says.

Take a mean emission time $\tau_e=100$ ms at the low voltage and a reset of only 100 ms. Then $r=e^{-1}=0.368$, and

$$\tau_c=\frac{1\ \text{ms}}{\ln(0.853/0.600)}=2.84\ \text{ms}.$$

The same 40 percent would now mean nearly 3 ms. With a reset of 1 s the surviving fraction is $e^{-10}$, and this correction is negligible.

**If the defect emits during the pulse**

Write $k_c=1/\tau_c$, $k_e=1/\tau_e$ and $k=k_c+k_e$. The charged probability $p$ obeys $dp/dt=k_c(1-p)-k_ep=k_c-kp$. Starting from $p=0$, it reaches

$$P=\frac{k_c}{k}\left(1-e^{-kt_s}\right)$$

at the end of the pulse. For slow emission, ask how much $k_c$ must change to keep $P$ at its observed value. With $x=k_ct_s$, the derivatives at $k_e=0$ are

$$\frac{\partial P}{\partial k_c}=t_s e^{-x},\qquad
\frac{\partial P}{\partial k_e}=t_s e^{-x}-\frac{1-e^{-x}}{k_c}.$$

Setting $\dfrac{\partial P}{\partial k_c}\,\delta k_c+\dfrac{\partial P}{\partial k_e}\,k_e=0$ and dividing by $t_se^{-x}$ gives

$$\delta k_c=k_e\left[\frac{e^{x}-1}{x}-1\right].$$

The bracket is positive because $e^x-1>x$. Emission hides some of the captures, so the true rate is higher and the true capture time shorter. Here $e^x=1/0.60$, and the bracket is $0.6667/0.5108-1=0.305$. With $\tau_e=100$ ms under stress as well,

$$\frac{\delta k_c}{k_c}=0.305\times\frac{1.96}{100}=0.006 ,$$

a shift of 0.6 percent. Neglecting emission is therefore harmless here. It would not be for a pulse many capture times long: $P$ then hardly depends on $\tau_c$, and the factor $e^x$ makes the inferred time sensitive even to slow emission.

A delay before readout acts in the same direction. If the state is read 0.1 ms after the pulse, a fraction of about $0.1/100$ of the charged defects has already emitted, which shortens the true $\tau_c$ by another 0.13 percent. Solving the rate equations for the whole repeated cycle, with emission, this delay, a 1 s reset and a capture time of 1000 s at the low voltage, gives 1.94 ms instead of 1.96 ms. For these numbers the two assumptions in your exercise cost far less than the counting error.

**What one pulse length cannot show**

The formula turns any fraction between 0 and 1 into a time, whether or not capture really is a one-step process. A second pulse length provides a check. With the voltage and temperature unchanged, doubling the pulse squares the neutral probability:

$$P(2t_s)=1-(1-P)^2=1-0.36=0.64 .$$

Compare a defect that must pass through an intermediate state, with the same rate $\kappa$ for both steps, and that is seen as charged only after the second. The initial state has probability $e^{-\kappa t}$. The intermediate one obeys $dI/dt=\kappa e^{-\kappa t}-\kappa I$ with $I(0)=0$, so $I=\kappa t\,e^{-\kappa t}$. Therefore

$$P_{\text{two}}(t)=1-(1+\kappa t)\,e^{-\kappa t}.$$

Matching 0.40 at 1 ms requires a mean total time $2/\kappa=1.45$ ms, and the model then predicts 0.76 at 2 ms. The same observation has given a mean capture time 26 percent shorter than the one-step value.

Telling 0.76 from 0.64 takes enough pulses. With 100 at each length, the 2 ms fraction has a standard error of $\sqrt{0.64\times0.36/100}=0.048$. The one-step prediction inherits $2(1-P)\,\delta P=0.059$ from the 1 ms data. Together they make $\sqrt{0.048^2+0.059^2}=0.076$, so the difference of 0.12 is only 1.6 standard errors. With 1000 pulses at each length it would be about 5.

**Beside a real device**

Rough typical values for such an experiment are an oxynitride insulator of 2.2 nm, a stress of 1.7 V, a threshold of 0.4 V (both as magnitudes) and 398 K. The simple estimate of the oxide field from the channel charge alone is $1.3\ \text{V}/2.2\ \text{nm}=5.9$ MV/cm. The depletion charge adds to it: a classical estimate for a heavily doped polysilicon gate, with the permittivity of SiO$_2$, gives a total near 7 MV/cm, still below a rough breakdown field of 10 MV/cm. Capture times of individual defects spread over many decades, and milliseconds lie well within that range. The assumption of fixed conditions needs care:

- If capture is thermally activated with 0.6 eV, a device 1 K warmer has a $\tau_c$ shorter by 4.3 percent.
- A stress voltage 10 mV too high shifts the level of a defect 0.7 nm from the channel by $10\times0.7/2.2=3.2$ meV, taking the field as uniform. In a model where the barrier comes from two equal parabolas, and the energy difference between their minima is smaller than the relaxation energy, the barrier falls by at most this amount. The rate then rises by at most 9.7 percent. If the rate is also proportional to the channel charge, the increase of that charge by 10 mV in 1.3 V adds about 0.8 percent.
- Tunnelling to the gate instead of the channel is weaker by a factor of about $3\times10^{-5}$, for a rectangular barrier of 4 eV and a mass of 0.4 electron masses. The oxide field under stress tilts the barrier and raises this ratio to between 1 and $4\times10^{-4}$, depending on the field and on where the 4 eV is measured. A hole captured from the gate would simply count towards the total capture rate. Emission to the gate is another matter, and the tunnelling factor alone does not settle it, because under stress this path runs downhill by an extra 1.3 eV or more. In the two-parabola model, a capture barrier of 0.6 eV with $\tau_e=100$ ms to the channel means a relaxation energy near 2.7 eV. The emission barrier then drops from about 0.73 eV (channel) to about 0.21 eV (gate), which outweighs the tunnelling factor and would empty the defect within the pulse. Absence of emission under stress therefore has to be checked for the defect at hand, for instance by seeing whether $P$ approaches 1 for long pulses rather than saturating at $k_c/k$.

One-step capture also needs checking, since some oxide defects pass through metastable states. In the example above, with equal rates and no return from the intermediate state, that moved the mean by a quarter; other rates give other shifts. The 2 ms also belongs to this defect at this voltage and temperature, and is not a property of the insulator as a whole. The numerical output below lists most of the values used here, together with random trials of the one-step process at three pulse lengths.

## Computed results

```
pulse length: 1.0 ms
charged outcomes: 40 of 100, P = 0.40
-ln(1-P) = t_s/tau_c: 0.5108
inferred capture time tau_0: 1.9576 ms
capture rate: 510.8 1/s
mean wait by quadrature: 1.9576 ms
median wait: 1.3569 ms
linear estimate t_s/P: 2.50 ms
P if tau_c were exactly 2 ms: 0.3935
P at 0.5 ms: formula 0.2254, random trials 0.2249
P at 1.0 ms: formula 0.4000, random trials 0.4008
P at 2.0 ms: formula 0.6400, random trials 0.6409
number of random trials: 40000
two-step capture, P at 2 ms: 0.7608
two-step capture, mean time: 1.453 ms
emission time assumed: 100 ms
emission shift coefficient: 0.3051
readout delay: 0.1 ms; reset time: 1000 ms
capture time at reset bias: 1000 s
shift, emission in stress: -0.595 %
shift, readout delay: -0.130 %
shift, imperfect reset: 0.023 %
capture time with all three: 1.9439 ms
short reset: 100 ms, surviving r = 0.3679
true capture time for short reset: 2.844 ms
counting error, N = 100: 16.0 %, 0.31 ms
95 % interval for P: 0.303 to 0.503
95 % interval for tau_c: 1.43 to 2.77 ms
pulses for 5 % error: 1022
temperature: 398 K; activation: 0.6 eV
tau_c decrease for +1 K: 4.3 %
insulator: 2.2 nm; defect depth: 0.7 nm
stress: 1.7 V; threshold: 0.4 V
level shift for 10 mV: 3.18 meV
rate change for 10 mV, barrier bound: 9.7 %
rate change for 10 mV, channel charge: 0.8 %
field from channel charge: 5.9 MV/cm
rough breakdown field: 10 MV/cm
tunnel barrier: 4 eV; mass: 0.4 m_e
gate/channel tunnelling ratio: 3.1e-05
```
